Acoustic scattering from thermal strain treated as static disorder

**A large potential and a long path**

In a model of electrons in silicon at 100 K, thermal strain shifts the local band edge by 121.5 meV rms when all strain waves out to the zone edge are counted classically. The thermal energy kT is 8.617 meV, fourteen times less. Yet an electron of energy kT travels about 299 nm between collisions. How can so rough a potential scatter so weakly?

The answer needs the strength of the disorder at each wavelength. I treat the lattice as a classical elastic body, photograph its thermal strain, and let the electron scatter from the photograph.

**First case: a rod**

Take a rod of cross-section A, clamped sideways, with stiffness c for stretching. Cut it into N cells of length a, and let sᵢ be the strain of cell i. The elastic energy is

U = Σᵢ ½ c A a sᵢ².

With free ends the strains are independent. Equipartition gives ½cAa⟨sᵢ²⟩ = ½kT, hence

⟨sᵢ sⱼ⟩ = (kT/cA) δᵢⱼ/a.

As a → 0, δᵢⱼ/a becomes δ(x−x'). Thermal strain in the rod is white noise because the energy contains the strain of each cell separately.

Now fix the total length, so that Σᵢ sᵢ = 0. The distribution of (s₁,…,s_N) is a Gaussian of equal width in all directions, and the constraint removes the direction (1,…,1)/√N. The projected covariance is

⟨sᵢ sⱼ⟩ = (kT/cAa)(δᵢⱼ − 1/N).

For N = 1 the strain vanishes, as it must for one cell of fixed length. For N → ∞ at fixed a the correction disappears.

**Three dimensions: which stiffness?**

In a solid the six strain components come from only three displacements, so strains in different places are not free variables. The independent variables are the displacement waves. In a periodic box of volume Ω,

u(r) = Σ_q u_q exp(iq·r), with u₋q = u_q*.

For an isotropic solid with Lamé constants λ and μ,

U = ∫d³r [½λ(div u)² + μ Σᵢⱼ eᵢⱼ²], eᵢⱼ = ½(∂ᵢuⱼ + ∂ⱼuᵢ).

Squaring eᵢⱼ gives

Σᵢⱼ eᵢⱼ² = ½Σᵢⱼ[(∂ᵢuⱼ)² + ∂ᵢuⱼ ∂ⱼuᵢ].

Two integrations by parts turn the last term into (div u)², with no surface term in a periodic box. Therefore

U = ∫d³r [½(λ+μ)(div u)² + ½μ Σᵢⱼ(∂ᵢuⱼ)²]
 = (Ω/2) Σ_q [(λ+μ)|q·u_q|² + μq²|u_q|²].

Split u_q into a part u_l along q and a part u_t across it:

U = (Ω/2) Σ_q q²[c_l|u_l|² + μ|u_t|²], c_l = λ + 2μ.

The dilatation div u has Fourier components s_q = iq·u_q = iq u_l. Transverse waves drop out.

The waves q and −q are not independent, since s₋q = s_q*. Count each pair once and write s_q = α + iβ. The pair contributes twice Ωc_l|s_q|²/2, which is Ωc_l(α²+β²). Each of the two squares carries ½kT, so

⟨|s_q|²⟩ = ⟨α²⟩ + ⟨β²⟩ = kT/(Ωc_l).

Different pairs are uncorrelated, and ⟨s_q²⟩ = ⟨α²⟩ − ⟨β²⟩ + 2i⟨αβ⟩ = 0.

Let the electron feel V(r) = D div u(r), where D is the deformation potential. Then

⟨V(r)V(r')⟩ = D² Σ_{q≠0} [kT/(Ωc_l)] exp[iq·(r−r')]
 = W[δ(r−r') − 1/Ω],

W = D²kT/c_l.

The term −1/Ω is the missing uniform strain, as in the rod of fixed length. It vanishes for a large box. The delta function is a long-wave statement: in a crystal the sum stops at the zone edge, and the peak has atomic width.

This was tested on a periodic lattice of 125 sites with unit cell volume, by inverting the real-space elastic energy matrix without using Fourier modes. The formula predicts c_l⟨s²⟩/kT = 1 − 1/125 = 0.992 on one site and −0.008 between neighbours. The matrix gave 0.992000 and −0.008000.

Why c_l and not the bulk modulus K = λ + 2μ/3? If a whole sample may strain uniformly, its volume strain θ is independent of its shear. The energy is then ½KΩθ² plus shear terms, and ⟨θ²⟩ = kT/(KΩ). A plane wave has no such freedom. Its strain is s q̂ᵢq̂ⱼ, whose traceless part has squared size s²(1 − 1/3). The energy density is

½Ks² + μ(2/3)s² = ½(K + 4μ/3)s² = ½c_l s².

Compression in a wave drags shear along, so it fluctuates less. In the lattice example c_l/K was 1.636; for the silicon constants used below it is 189.2/98.0 = 1.93. Using K in W would nearly double the rate.

**Scattering from the photograph**

Between plane waves normalized in Ω, the matrix element is the Fourier component V_{k'−k}. Its mean square is

⟨|V_{k'−k}|²⟩ = W/Ω for k' ≠ k,

the same for every final state. To leading order in the disorder, the golden rule for a frozen potential gives

1/τ = (2π/ħ) Σ_k' (W/Ω) δ(E_k' − E) = (2π/ħ) W g(E).

Here g is the density of states per volume, for one spin and one valley, since this potential flips no spin and its long waves do not connect valleys.

For a parabolic valley with masses m_t, m_t, m_l, the surface of energy E is an ellipsoid with semi-axes √(2mᵢE)/ħ. The number of states inside, per volume, is

N(E) = (1/8π³)(4π/3)(2m_dE)^(3/2)/ħ³ = (2m_dE)^(3/2)/(6π²ħ³),

m_d = (m_l m_t²)^(1/3).

Differentiation gives

g(E) = dN/dE = m_d √(2m_dE)/(2π²ħ³).

Counting discrete states in a thin ellipsoidal shell, with the silicon mass ratio, gave 1.001 times this formula. Inserting g and W,

1/τ = √2 m_d^(3/2) D² kT √E/(πħ⁴c_l).

This is the equipartition acoustic rate. The factor kT came from the classical strain, and √E from the number of final states.

Does the same τ govern the current? In a uniform field the distribution acquires a part δf that is odd in k. Scattering removes it at the rate δf/τ and returns the average of δf over the energy surface. That average is zero for an odd function, so the momentum relaxation time equals τ. The argument needs equal scattering to all final states and a surface symmetric under k → −k. It does not need a sphere.

I tested both claims by letting waves evolve in white noise, with ħ = m = grid step = 1, on a periodic grid of 32³ points with 16 noise samples. For W = 0.04 and k = 1.178 the formula predicts 1/τ = Wk/π = 0.01500. The decay of the averaged wave amplitude gave 0.01481, and the decay of the mean momentum 0.01498. Another set of 16 noise samples can shift these rates by about 5 %, so the test confirms the formula to that accuracy and no better. Here k times the mean free path was 92.5, so the disorder was weak in the sense the golden rule requires. The noise was drawn directly, so this tests the scattering step and not the elastic one.

**Back to the first question**

Rough typical silicon values are D = 9 eV, m_l = 0.92 and m_t = 0.19 free-electron masses, and c_l = 189.2 GPa, or 1181 eV/nm³. At 100 K,

W = (9 eV)² × 0.008617 eV/(1181 eV/nm³) = 5.91×10⁻⁴ eV² nm³.

At E = kT the density of states is 0.0576 per eV nm³, and

ħ/τ = 2πWg = 2π × 5.91×10⁻⁴ × 0.0576 eV = 0.214 meV.

This is a rate of 0.325 per ps, or τ = 3.08 ps.

White noise has equal strength at each q, so its variance up to a cutoff Q is

W ∫_{q<Q} d³q/(2π)³ = WQ³/(6π²).

Short waves dominate it, because there are so many of them. But within one valley, taken as spherical, a frozen wave can change k into k' at equal energy only if q = |k'−k| ≤ 2k. For a spherical band of mass m_d, k = 0.2696 nm⁻¹ at E = kT. The speed ħk/m_d is then 97 nm/ps, and multiplied by τ it gives the path of 299 nm quoted at the start. In the ellipsoidal valley the mean speed is somewhat higher, and the mean path is about 328 nm. Cutting off at Q = 2k leaves an rms potential of 1.25 meV, well below kT. The other waves carry most of the 121.5 meV but have no final state at the electron's energy in the same valley. Some short waves do lead to other valleys; that scattering is left out here and estimated further below.

They still act in second order. A wave with q ≫ k mixes in a state that lies higher by about ħ²q²/2m, which lowers the level by

W ∫d³q/(2π)³ 2m/(ħ²q²) = W m Q/(π²ħ²).

To leading order in k/Q the shift does not depend on k. This mean shift moves the band edge and does not scatter. Two short waves acting together can still join states of equal energy, but in this parabolic model that changes the rate only by something of order 1 % or less. The parabolic band is a poor guide near the zone edge, so I take from this the form of the effect and not its size. In the wave test the rms potential was 0.2 and the energy k²/2 = 0.69, so that test did not reach the silicon ratio of fourteen.

**How frozen is the strain?**

A sound wave with q = 2k has energy ħω = 3.20 meV and changes in a time 1/ω = 0.21 ps. The electron crosses the length 1/q in a time shorter by the factor v_s/v = 0.093, about 0.02 ps, where v_s is the speed of sound and v that of the electron. The strain is therefore nearly frozen during a collision, but it is renewed many times within τ = 3.08 ps. The static picture serves for the rate. It does not justify interference between distant collisions, which would need the same photograph throughout.

The error of freezing can be found without phonon operators. Let x = ħω/kT. A quantum oscillator has mean energy (ħω/2)coth(x/2) in place of kT, so the mean-square strain is multiplied by

F = (x/2)coth(x/2).

At q = 2k this is 1.011. For waves near the zone edge it is well above 1 at 100 K: zero-point motion would raise the rms potential of all waves from the classical 121.5 meV to roughly 200 meV. The strain now moves, and the electron gains or loses ħω. Let a and b be the shares of the strain power that give energy to the electron and take it away. Thermal balance demands b = a exp(x), and a + b = F. Since coth(x/2) = (eˣ+1)/(eˣ−1),

a = (x/2)/(eˣ−1) = ½ − x/4 + x²/24 − …,
b = a eˣ = ½ + x/4 + x²/24 + ….

For a spherical band the energy condition, with c the cosine between k and q, is

ħ²q²/2m + ħ²kqc/m = ±ħv_s q.

Integrating the delta function over c gives m/(ħ²kq) if the solution c = ±β − q/2k lies between −1 and 1, where β = mv_s/ħk = v_s/v. For β < 1 this means q < 2k(1+β) for a gain and q < 2k(1−β) for a loss. The angular factor 1/q turns q²dq into q dq. With q = 2ky, and X the value of x at q = 2k, the rate relative to the static one is

R = 2∫₀^(1+β) y a dy + 2∫₀^(1−β) y b dy.

In the static limit a = b = ½ and β = 0, and R = 1. The three terms of the expansion contribute in turn

½[(1+β)² + (1−β)²] = 1 + β²,
(X/6)[(1−β)³ − (1+β)³] ≈ −Xβ,
2 × (X²/24) × (¼+¼) = X²/24.

Nothing of first order in v_s survives: gain and loss shift the limits by opposite amounts ±β, and the first-order terms ∓x/4 in a and b are opposite too. At E = kT = ħ²k²/2m one has X = 2ħv_sk/kT = 4β, so

R ≈ 1 + β² − 4β² + (2/3)β² = 1 − (7/3)β².

With β = 0.0928 the change is −2.0 %. Integration of the full expression gave −1.990 %. With sound ten times slower and c_l held fixed it gave −0.0201 %, a hundred times less, as a second-order effect should. These figures are for the total scattering rate; the rate of momentum loss at E = kT changes by −2.7 %.

The expansion also shows where the static rate fails. At E = kT, β varies as T^(−1/2), so X = 4β reaches 1 when β = 0.25, near 14 K for these parameters. Below that, equipartition is no longer a good start. At any temperature the slowest electrons, with v comparable to v_s, are treated wrongly.

**From rate to mobility**

For low density and weak field F along x, the steady Boltzmann equation for a charge −e gives

δf = −eFτv_x f₀/kT,

where f₀ is the Maxwell distribution. The drift speed per field is then

mobility = e⟨τv_x²⟩/kT.

On an energy ellipsoid the three energies ½mᵢvᵢ² have equal averages E/3, so the average of vᵢ² is 2E/3mᵢ. Averaging over the six equivalent valleys replaces 1/mᵢ by 1/m_c, where 3/m_c = 1/m_l + 2/m_t. Let τ_T be the time at E = kT, so that τ = τ_T(kT/E)^½. Then

⟨Eτ⟩ = τ_T(kT)^½⟨E^½⟩ = τ_T kT Γ(2)/Γ(3/2) = 2τ_T kT/√π,

mobility = (2e/3m_ckT)⟨Eτ⟩ = 4eτ_T/(3√π m_c)
 = 2√(2π) eħ⁴c_l/[3m_c m_d^(3/2) D²(kT)^(3/2)].

For m_c = 0.258 free-electron masses, e/m_c is 0.681 m²/Vs per ps. The result at 100 K is 0.752 × 0.681 × 3.08 = 1.58 m²/Vs, or about 15 800 cm²/Vs. The law T^(−3/2) has two sources: one power of T from the strain and half a power from the final states. It gives about 3030 cm²/Vs at 300 K with all parameters held fixed.

**Beside real silicon**

The inputs are rough, and D matters most because it enters squared. A silicon valley also responds to shear. With rough couplings of 1 eV to dilatation and 10 eV to strain along the valley axis, the average scattering strength equals that of a pure dilatation potential with D = 10.3 eV. Against 9 eV this raises the rate by about 30 %. The acoustic mobility falls by only about 12 %, because the added scattering relaxes mainly the momentum along the heavy axis, which carries little of the current. Cubic elasticity makes the dilatation correlator vary with direction, from 0.92 times the isotropic value along a cube diagonal to 1.14 times along a cube edge, but its mean over all directions moves by only 1.4 %. The waves that scatter within a valley crowd along the heavy axis, a cube edge; weighted that way the mean moves by 3 %, and the acoustic mobility falls by 1.6 %. (The program samples directions that stop just short of these two, and so prints 0.927 and 1.136.) The assumption that fails most at room temperature is that acoustic waves act alone. Adding phonons that carry electrons between valleys, again with rough couplings, lowers the model mobility from 15 800 to 13 900 cm²/Vs at 100 K, and from 3030 to 1620 cm²/Vs at 300 K. Pure silicon at room temperature has an electron mobility of roughly 1400 cm²/Vs, so the acoustic value alone is about twice too high there. Small devices can also break the weak-field assumption: at 100 K the model drift speed reaches the speed of sound at 57 V/cm, while one volt across a micrometre is 10 000 V/cm. Heating of the electrons must then be included.

Other omissions are small at 100 K for 10¹³ carriers and as many charged impurities per cm³. At E = kT the impurities add 1 % to the momentum relaxation rate, and nonparabolicity about 1 % to the acoustic rate. Impurities act most on slow electrons, so they lower the acoustic mobility by about 2 %. Nonparabolicity (rough parameter 0.5 per eV) grows with energy and also slows the electrons, so it lowers the acoustic mobility by about 4 % at 100 K and about 11 % at 300 K. The inverse screening length is 0.0025 times 2k, and the density is about two millionths of the effective density of states. Heavily doped material is outside these estimates.

**A case where the noise is not white**

Silicon is nonpolar and has no piezoelectric scattering. In a piezoelectric crystal, strain also creates polarization. Take one averaged constant p, so that a longitudinal wave has polarization p s_q along q, and neglect the small stiffening this causes. Without free charge the field is −p s_q/ε, with ε the permittivity. Since the field is also −iqφ_q, the potential is φ_q = p s_q/(iqε), and the electron energy has

⟨|V_q|²⟩ = B/(Ωq²), B = (ep/ε)² kT/c_l.

The strain is as white as before, but the factor 1/q² gives the potential a long range. In a spherical band the total static rate contains ∫q dq/q², which diverges logarithmically at small q. Momentum loss carries the weight 1 − cosθ = q²/2k², where θ is the scattering angle. The weight cancels 1/q², leaving

1/τ_m = (2π/ħ) B g(E)/(2k²).

This is finite and falls as E^(−½), whereas the deformation-potential rate grows as E^½. Here the scattering time and the momentum time differ, because small-angle collisions are frequent but turn the electron little. Their equality in the acoustic case rested on the delta function.

The remaining digits are in the numerical output below.

Computed values

```
TESTS (dimensionless)
lattice: c_l*variance/kT on site      0.992000
lattice: c_l*covariance/kT neighbour  -0.008000
lattice: number of sites              125
free uniform strain: c_l*var*vol/kT   1.6364
wave test: noise strength W           0.040
wave test: wave number k              1.1781
wave test: k times mean free path     92.5
wave test: golden-rule rate           0.01500
wave test: rate from amplitude        0.01481
wave test: rate from momentum         0.01498
ellipsoid state count / formula       1.0012
SILICON MODEL, rough typical inputs
temperature                    100 K
kT                             8.617 meV
deformation potential D        9.0 eV
masses m_l, m_t                0.92, 0.19 m0
masses m_d, m_c                0.3214, 0.2583 m0
C11, C12, C44                  166, 64, 80 GPa
c_l (direction mean), K        189.2, 98.0 GPa
density, sound speed           2330 kg/m3, 9011 m/s
correlator strength W          5.9108e-04 eV2 nm3
wave number at E=kT            0.2696 1/nm
density of states at E=kT      0.05762 1/(eV nm3)
scattering rate at E=kT        0.3251 1/ps
scattering time at E=kT        3.076 ps
mean free path at E=kT         298.7 nm
acoustic mobility, 100 K       15753 cm2/Vs
acoustic mobility, 300 K       3032 cm2/Vs
NEGLECTED EFFECTS (at 100 K, E=kT unless stated)
sound speed / electron speed   0.0928
phonon energy at q=2k          3.199 meV
quantum strain factor at q=2k  1.01145
full phonon rate: deviation    -1.990 %
same, sound 10 times slower    -0.02009 %
hbar/tau                       0.2140 meV
rms potential to zone edge     121.5 meV (classical)
rms potential, q<2k only       1.251 meV
cubic correlator/isotropic     min 0.927, max 1.136
its direction mean             1.0140
valley couplings Xi_d, Xi_u    1, 10 eV (rough)
equivalent D with shear        10.325 eV, mesh shift 1.6e-08 eV
mobility + intervalley, 100 K  13912 cm2/Vs
mobility + intervalley, 300 K  1616 cm2/Vs
energy-mesh shift, 100 K       2.4e-05 %
carrier and impurity density   1e+13 1/cm3
impurity/acoustic rate         0.0105
screening: kappa/(2k)          0.00248
degeneracy: density/Nc         1.9e-06
nonparabolic rate change       1.08 % (0.5 1/eV)
field for drift = sound speed  57.2 V/cm
```
